# Why ZORA levels respond wrongly to a constant potential shift

## Question

I treat heavy atoms with ZORA inside PAW spheres. In a periodic solid the zero of the potential is a convention, so I added a constant $\Delta$ to $V$ as a check, expecting every level to rise by $\Delta$. The valence levels nearly do, but the mercury 1s level does not, and its distance from 6s changes. A constant commutes with everything, so is this a bug? If it is a property of ZORA, how large is the error, does it matter beyond bookkeeping, and do scaled ZORA or a fixed reference potential in the kinetic factor really remove it?

## Answer

It is a property of ZORA. A constant does commute with the Hamiltonian, but in ZORA the shift also enters the kinetic operator, where it is divided by $2c^2$ and multiplied by momenta.

I use Hartree atomic units and measure energies from the rest energy. The potential is local, and $2c^2-V$ stays positive.

### Where the invariance is lost

With large component $\varphi$ and small component $\chi$, the Dirac equation reads

$$
V\varphi+c\,\sigma\!\cdot\!p\,\chi=\varepsilon\varphi,\qquad
c\,\sigma\!\cdot\!p\,\varphi+(V-2c^2)\chi=\varepsilon\chi .
$$

The second equation gives

$$
\chi=\frac{c}{2c^2+\varepsilon-V}\,\sigma\!\cdot\!p\,\varphi ,
$$

and inserting this in the first gives

$$
\left[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+\varepsilon-V}\,\sigma\!\cdot\!p\right]\varphi=\varepsilon\varphi .
$$

If $V$ and $\varepsilon$ both rise by $\Delta$, the difference $\varepsilon-V$ is unchanged, and both sides gain $\Delta\varphi$. The Dirac equation is invariant.

ZORA drops $\varepsilon$ from the denominator:

$$
H=V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p
 =V+\tfrac12\,\sigma\!\cdot\!p\,K\,\sigma\!\cdot\!p,\qquad
K=\frac{1}{1-V/2c^2}.
$$

Now $V$ stands alone in $K$, and nothing compensates a change of its zero.

### The size of the error

It helps to put an adjustable number $\omega$ where the Dirac equation has $\varepsilon$:

$$
H(\omega)=V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+\omega-V}\,\sigma\!\cdot\!p,\qquad
H(\omega)\varphi_\omega=F(\omega)\varphi_\omega ,
$$

with $\varphi_\omega$ normalised to one. Following one level, its ZORA energy is $F(0)$, and its Dirac energy solves $F(\varepsilon)=\varepsilon$.

Replacing $V$ by $V+\Delta$ in ZORA adds $\Delta$ to the potential term and turns the denominator into $2c^2-\Delta-V$. That is $\omega=-\Delta$, so the shifted ZORA energy is

$$
E(\Delta)=\Delta+F(-\Delta).
$$

To differentiate $F=\langle\varphi_\omega|H(\omega)|\varphi_\omega\rangle$, note that the terms with $d\varphi_\omega/d\omega$ add up to $F\,d\langle\varphi_\omega|\varphi_\omega\rangle/d\omega=0$. The explicit dependence remains:

$$
F'(\omega)=-\left\langle\sigma\!\cdot\!p\,\frac{c^2}{(2c^2+\omega-V)^2}\,\sigma\!\cdot\!p\right\rangle\equiv-S(\omega).
$$

$S$ is the norm of the small component $\chi_\omega=c(2c^2+\omega-V)^{-1}\sigma\!\cdot\!p\,\varphi_\omega$ that belongs to the normalised large one. Writing $S$ for $S(0)$ and expanding,

$$
E(\Delta)-\Delta-E(0)=F(-\Delta)-F(0)=S\Delta+\tfrac12F''(0)\Delta^2+\dots
$$

The level moves by $(1+S)\Delta$ to first order. The excess $S\Delta$ has the sign of $\Delta$ and differs between levels, so it cannot be absorbed in a new energy zero.

The choice $\Delta=-\varepsilon$ is instructive: $E=-\varepsilon+F(\varepsilon)=0$, which is the correct Dirac energy in the shifted potential. ZORA is therefore right for a level that lies at the zero of energy, and moving the zero moves the place where it is right.

### Coulomb potential: a closed result

For $V=-Z/r$ the whole function $F(\omega)$ follows from a change of length. Let $\varphi_D,\chi_D$ solve the Dirac equation:

$$
c\,\sigma\!\cdot\!p\,\chi_D=\left(\varepsilon+\frac Zr\right)\varphi_D,\qquad
c\,\sigma\!\cdot\!p\,\varphi_D=\left(2c^2+\varepsilon+\frac Zr\right)\chi_D .
$$

Define $\varphi(\mathbf r)=\varphi_D(\lambda\mathbf r)$ and $\chi(\mathbf r)=\chi_D(\lambda\mathbf r)$. Each derivative brings a factor $\lambda$, while $Z/r$ is evaluated at $\lambda r$. Since $\lambda\cdot Z/(\lambda r)=Z/r$,

$$
c\,\sigma\!\cdot\!p\,\chi=\left(\lambda\varepsilon+\frac Zr\right)\varphi,\qquad
c\,\sigma\!\cdot\!p\,\varphi=\left(\lambda(2c^2+\varepsilon)+\frac Zr\right)\chi .
$$

These are the equations of $H(\omega)$ if $F=\lambda\varepsilon$ and $2c^2+\omega=\lambda(2c^2+\varepsilon)$. Eliminating $\lambda$,

$$
F(\omega)=\varepsilon\,\frac{2c^2+\omega}{2c^2+\varepsilon},\qquad
S=-F'=\frac{-\varepsilon}{2c^2+\varepsilon}.
$$

$F$ is a straight line and $S$ does not depend on $\omega$. For $Z=80$, 1s, the Dirac energy is $-3532.192$ hartree and $2c^2=37557.730$ hartree, so

$$
S=\frac{3532.192}{37557.730-3532.192}=0.10381 .
$$

The ZORA energy is $1.10381\times(-3532.192)=-3898.87$ hartree, and a shift of 1 hartree moves this level by 1.104 hartree. For a light ion $S\approx|\varepsilon|/2c^2$, which vanishes as $c\to\infty$.

### What scaled ZORA does

Scaled ZORA divides the ZORA energy by the norm of both components together:

$$
E_{\rm sc}=\frac{E}{1+S}.
$$

This is a Newton step towards the Dirac energy. We want the zero of $g(\omega)=F(\omega)-\omega$, whose slope is $g'=-(1+S)$. A step from $\omega_0$ leads to

$$
\omega_1=\omega_0+\frac{F(\omega_0)-\omega_0}{1+S(\omega_0)},
$$

and $\omega_0=0$ gives $F(0)/(1+S)$, the scaled energy. In the shifted potential, after subtracting $\Delta$,

$$
\frac{\Delta+F(-\Delta)}{1+S(-\Delta)}-\Delta
=\frac{F(-\Delta)-\Delta\,S(-\Delta)}{1+S(-\Delta)}
=-\Delta+\frac{F(-\Delta)+\Delta}{1+S(-\Delta)} ,
$$

which is the Newton step from $\omega_0=-\Delta$. The shift changes the starting point, while the target stays the same.

If $F$ is a straight line, one step reaches the target from any start. For the Coulomb potential this can be seen directly:

$$
E(\Delta)=\Delta+\varepsilon\frac{2c^2-\Delta}{2c^2+\varepsilon}
=\frac{2c^2(\varepsilon+\Delta)}{2c^2+\varepsilon},\qquad
1+S=\frac{2c^2}{2c^2+\varepsilon},
$$

so $E_{\rm sc}=\varepsilon+\Delta$. Here scaled ZORA is exactly invariant and equals the Dirac energy.

In a screened atom $F$ is curved. With $E'=1+S$, where primes on $E$ and $S$ now mean $d/d\Delta$,

$$
\frac{d}{d\Delta}\left(\frac{E}{1+S}-\Delta\right)
=\frac{1+S}{1+S}-\frac{E\,S'}{(1+S)^2}-1
=-\frac{E\,S'}{(1+S)^2}.
$$

Since $S$ is evaluated at $\omega=-\Delta$, $S'=F''$. The same curvature controls the distance from the Dirac energy. Expanding $\varepsilon=F(\varepsilon)$ about zero gives $\varepsilon=F(0)-S\varepsilon+\frac12F''\varepsilon^2+\dots$, hence

$$
E_{\rm sc}-\varepsilon\approx-\frac{F''\varepsilon^2}{2(1+S)} .
$$

Scaling repairs energies, not orbitals. In the Coulomb case $\lambda=(2c^2-\Delta)/(2c^2+\varepsilon)$, so a shift of 1 hartree still stretches the orbital by about $1/2c^2$, or 3 parts in $10^5$. In the screened mercury atom treated below, the mean radius of 6s grows by 1 part in $10^4$.

### What a fixed reference potential does

Build the kinetic factor from a potential that does not follow the shift:

$$
H=V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V_{\rm ref}}\,\sigma\!\cdot\!p .
$$

Then $V\to V+\Delta$ gives $H\to H+\Delta$. Levels move by $\Delta$ and orbitals do not change, for any $V$. In a PAW sphere the free-atom potential of the element is a natural $V_{\rm ref}$.

This cure has three limits.

- The zero of $V_{\rm ref}$ still matters. Raising $V_{\rm ref}$ by $C$ moves a level by $SC$ to first order, by the same derivative as before, with $V_{\rm ref}$ in the denominator of $S$. Calculations to be compared must share one reference, including its zero.
- Absolute core energies remain ZORA energies.
- The two cures must not be stacked naively. With $K$ fixed, $E$ already moves by $\Delta$, so $E/(1+S)$ moves by $\Delta/(1+S)$. That is an error of $-S\Delta/(1+S)$, nearly as large as the original one and of opposite sign.

### Numbers for neutral mercury

The atom was solved self-consistently at the four-component Dirac level with local-density exchange and a point nucleus. Correlation, the Breit interaction and QED are left out. A Gaussian nucleus of realistic size, added to the frozen potential, raises 1s by about 2 hartree, lowers its $S$ from 0.1022 to 0.1020 and reduces the distance of scaled ZORA from Dirac from 0.33 to 0.30 hartree. The 1s energies below therefore compare schemes and are not values for real mercury. The potential vanishes at infinity and is then frozen, so that all schemes see the same $V$. Energies are in hartree:

| level | Dirac | ZORA | scaled | $S$ |
|---|---|---|---|---|
| 1s | −3049.43 | −3360.83 | −3049.10 | 0.1022 |
| 2s | −540.00 | −551.74 | −539.98 | 0.0218 |
| 5d$_{5/2}$ | −0.2954 | −0.2955 | −0.2954 | $2.30\times10^{-4}$ |
| 6s | −0.2220 | −0.2220 | −0.2220 | $6.68\times10^{-5}$ |

With a shift of $\Delta=1$ hartree, the spurious changes in hartree are:

| level | plain ZORA | scaled ZORA |
|---|---|---|
| 1s | $1.02\times10^{-1}$ | $-2.0\times10^{-4}$ |
| 2s | $2.18\times10^{-2}$ | $-5.3\times10^{-5}$ |
| 5d$_{5/2}$ | $2.30\times10^{-4}$ | $1.3\times10^{-8}$ |
| 6s | $6.68\times10^{-5}$ | $4.1\times10^{-9}$ |

The plain errors follow $S\Delta$. Your 6s–1s separation changes by $0.00007-0.10224=-0.1022$ hartree, although nothing physical has happened. The 6s level alone is off by 1.8 meV.

That valence error is small, but binding energy is a poor guide to it. The Coulomb estimate $|\varepsilon|/2c^2$ for 6s is $0.222/37558=5.9\times10^{-6}$, eleven times below the true $S$. The reason is visible in the definition:

$$
2c^2S=\tfrac12\langle\sigma\!\cdot\!p\,K^2\,\sigma\!\cdot\!p\rangle ,
$$

a kinetic energy with $K^2$ in place of $K$. For 6s it is 2.5 hartree and for 5d$_{5/2}$ 8.6 hartree. In a screened atom a large kinetic energy and a large negative potential energy nearly cancel in $\varepsilon$, but no such cancellation occurs in $S$.

Summed over the 80 electrons, the plain error is 0.547 hartree, or 14.9 eV, per hartree of shift. The two 1s electrons supply $2\times0.1022=0.204$ hartree of it. With a frozen core, whose energy is kept as a constant, the valence part is what counts: two 6s and six 5d$_{5/2}$ electrons give $2\times6.68\times10^{-5}+6\times2.30\times10^{-4}=1.5\times10^{-3}$ hartree, about 41 meV, and the four 5d$_{3/2}$ electrons raise this to 68.5 meV.

Scaling reduces the sum to $-1.0\times10^{-3}$ hartree, some 540 times less, but not to zero. The curvature formulas account for the core residuals. The printed slope for 1s is $-2.035\times10^{-4}$, so

$$
F''=S'=\frac{2.035\times10^{-4}\times(1.1022)^2}{-3360.83}=-7.36\times10^{-8}\ \text{hartree}^{-1}.
$$

The predicted distance of scaled ZORA from Dirac is then

$$
\frac{7.36\times10^{-8}\times(3049.43)^2}{2\times1.1022}=0.310\ \text{hartree},
$$

against an actual 0.332 hartree. The leading term thus gives 93 per cent of it.

The valence residuals have the opposite sign, which also follows from the slope $-ES'/(1+S)^2$. As $\Delta$ runs from 0 to 1 hartree, the 6s energy runs from $-0.22$ to $+0.78$ hartree. It is positive over most of the path, whereas the 1s energy stays negative. With $S'$ negative in both cases, the integrated residuals differ in sign. For 6s the sign of $S'$ can be read from the plain error, which at $6.6781\times10^{-5}$ lies slightly below $S\Delta=6.6788\times10^{-5}$ hartree.

### Why it is more than bookkeeping

One could agree on a zero of potential and keep it. But surrounding charge also shifts the potential inside a sphere, and that shift is physical.

Put the charge of one electron on a spherical shell of radius $R=5$ bohr around the atom. An electron gains the potential energy $1/R=0.2$ hartree inside and $1/r$ outside. The atomic potential itself is kept frozen, so this is not a relaxed total-energy calculation. The Dirac changes, and the errors of each scheme relative to them, are in hartree:

| level | Dirac change | plain | scaled | fixed $K$ |
|---|---|---|---|---|
| 1s | 0.2000 | $2.0\times10^{-2}$ | $-4.1\times10^{-5}$ | below $10^{-11}$ |
| 5d$_{5/2}$ | 0.2000 | $4.6\times10^{-5}$ | $-2.4\times10^{-9}$ | $1.8\times10^{-8}$ |
| 6s | 0.1990 | $1.3\times10^{-5}$ | $-3.6\times10^{-10}$ | $1.6\times10^{-7}$ |

The 1s electron sees a constant, and plain ZORA errs by $0.1022\times0.2=0.0204$ hartree. The 6s electron reaches beyond the shell, so its true change is below 0.2 hartree and the added potential $\delta V$ is no longer a constant for it. To first order, plain ZORA then gives $a+b$, with

$$
a=\langle\varphi|\delta V|\varphi\rangle,\qquad b=\langle\chi|\delta V|\chi\rangle ,
$$

where $b$ comes from the change of $K$. The Dirac result is the properly normalised $(a+b)/(1+S)$, if the small difference between ZORA and Dirac orbitals is neglected. The plain error is therefore

$$
(a+b)-\frac{a+b}{1+S}=S\,\frac{a+b}{1+S},
$$

that is, $S$ times the true change: $6.68\times10^{-5}\times0.1990=1.33\times10^{-5}$ hartree for 6s, as found. This holds only while $\delta V$ is nearly constant over the orbital, because the neglected orbital difference is itself of order $S$. For a change of $Z$ in the Coulomb case, $F(0)=2c^2\varepsilon/(2c^2+\varepsilon)$ gives $dF(0)/d\varepsilon=(1+S)^2$, so the plain error is $2S+S^2$ times the true change, 0.218 instead of 0.104 for 1s at $Z=80$.

With $K$ fixed, the term $b$ is absent, and the same estimate gives an error $(aS-b)/(1+S)$. It vanishes for a constant $\delta V$, where $b=Sa$. For a varying $\delta V$ it is not the whole first-order error, because the difference between ZORA and Dirac orbitals contributes at the same order. For 6s it evaluates to $-5\times10^{-8}$ hartree, while the computed error is $+1.6\times10^{-7}$ hartree. The full first-order error, $a$ minus the expectation value of $\delta V$ in the normalised Dirac spinor, is $+1.25\times10^{-7}$ hartree, and higher orders supply the remaining $0.4\times10^{-7}$. A hydrogen-like 1s level shows the same thing in closed form. Both components have the same radial shape, so $b=Sa$ and the estimate is zero. The ZORA orbital, however, is contracted by $\lambda=1+S$, and for $\delta V\propto1/r$ the fixed-$K$ error is $S$ times the true change. The error is still some 80 times smaller than that of plain ZORA.

Summed over occupied levels, plain ZORA errs by 0.109 hartree, or 2.98 eV. Scaled ZORA errs by $-2.0\times10^{-4}$ hartree and fixed $K$ by $5\times10^{-7}$ hartree. The plain error also depends on geometry. Treating the shell potential as constant over the atom, it is $0.547/R$, with slope $-0.547/R^2=-0.022$ hartree per bohr at $R=5$ bohr. If the core levels enter the energy in this way, that is a spurious force.

### Which one to use

If the core levels enter an energy difference and the environment shifts the potential almost uniformly over the atom, fix $K$ to the free-atom potential inside each sphere and keep that choice throughout. In the shell test this gives by far the smallest summed error. For the 5d$_{5/2}$ and 6s levels alone scaled ZORA is closer still, but there both errors are below $10^{-6}$ hartree. The advantage of a fixed $K$ is not general. When $\delta V$ varies over the orbitals, as it does when charge moves within the atom, both the missing term $b$ and the distorted ZORA orbital produce errors. Removing the unrelaxed Hartree potential of one 6s electron gives summed errors of $-4.7\times10^{-4}$ hartree with fixed $K$ and $+4.4\times10^{-4}$ hartree with scaling. Removing that of one 1s electron gives $-3.0$ and $-0.23$ hartree. For absolute core levels, use scaled ZORA with $K$ built from the full $V$: it brings 1s from 311 hartree below the Dirac value to 0.33 hartree above it, and leaves a small dependence on the zero of potential. If both must hold to high accuracy, restore $\varepsilon-V$ in the denominator and iterate the Newton step to convergence. That solves the Dirac equation for the level, and the invariance returns with it.

The full set of values is in the numerical output below. The hydrogen-like formulas were tested against the Sommerfeld energies at two values of the shift, and the mercury 1s and 6s Dirac levels by direct outward and inward integration.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Hydrogen-like ion, Z = 80, 1s level:
  Dirac energy = -3532.192 hartree
  ZORA energy = -3898.869 hartree
  S = 0.103810 (no unit)
  scaled ZORA energy = -3532.192 hartree
Neutral Hg atom, Dirac, local exchange; 14 cycles
Energies in hartree: Dirac, ZORA, scaled ZORA; then S (no unit)
  1s      -3049.43107  -3360.83035  -3049.09882   1.0224e-01
  2s       -539.99813   -551.73585   -539.98375   2.1764e-02
  5d5/2      -0.29542     -0.29548     -0.29542   2.2972e-04
  6s         -0.22202     -0.22203     -0.22202   6.6788e-05
Constant shift = 1.0 hartree
Spurious level change in hartree: plain ZORA, scaled ZORA
  1s        1.0224e-01   -2.0343e-04
  2s        2.1764e-02   -5.2669e-05
  5d5/2     2.2969e-04    1.2561e-08
  6s        6.6781e-05    4.1367e-09
  occupied sum 0.54716, -1.013e-03
  occupied sum, plain = 14.889 eV
  6s, plain = 1.817 meV
  spurious change of E(6s) - E(1s) = -0.10217 hartree
  scaled residual slope, 1s = -2.035e-04 (no unit)
  scaled residual slope, 2s = -5.272e-05 (no unit)
Shell: radius 5.0 bohr, charge of one electron
  potential energy inside = 0.200 hartree
True (Dirac) level change in hartree, then errors in hartree of
plain ZORA, scaled ZORA, ZORA with K fixed to the free atom
  1s      0.200000   2.045e-02  -4.069e-05  -2.728e-12
  2s      0.200000   4.353e-03  -1.054e-05  -2.615e-12
  5d5/2   0.199970   4.594e-05  -2.399e-09   1.755e-08
  6s      0.198994   1.331e-05  -3.647e-10   1.638e-07
  occupied sum of errors: plain 0.10943,
    scaled -2.032e-04, fixed 4.739e-07
  occupied sum, plain = 2.978 eV
```
